# How a Passive Layer Tilts a Ferroelectric Loop and Lowers Remanence

**Result.** A ferroelectric of thickness \(d_f\) is in series with a passive dielectric of thickness \(d\) and relative permittivity \(\varepsilon_d\). Let \(L=d_f+d\) be fixed, and set \(x=d/L\), \(r=d/d_f\). If the ferroelectric follows the saturated branch \(D=F(E_f)\) of its own internal field, the loop plotted against the apparent field \(E_a=V/L\) is

\[
E_a=(1-x)E_f+\frac{x}{\varepsilon_0\varepsilon_d}\,D ,\qquad D=F(E_f),
\]

and the charge density remaining at \(V=0\) solves

\[
D_r=F\!\left(-\frac{r\,D_r}{\varepsilon_0\varepsilon_d}\right).
\]

As the layer grows, \(D_r\) falls although \(F\) stays the same. The loop also becomes less steep wherever the ferroelectric's differential permittivity exceeds \(\varepsilon_d\).

"Unchanged intrinsic polarization" here means an unchanged function \(F\), including the remanence \(P_r=F(0)\) at zero internal field. It does not mean that the polarization present at zero voltage is unchanged. At \(V=0\) the ferroelectric sits in a depolarizing field, and part of it may switch back.

## 1. Simplest case: a polarized slab that does not switch

Let \(z\) run from the driven electrode to the grounded one. \(D\) is the displacement along \(z\), equal to the free charge per area on the driven electrode. The electrodes are ideal metals, and there is no free charge at the interface. Gauss's law then makes \(D\) the same in both materials.

Near its remanent state, take the ferroelectric as linear:

\[
D=P_0+\varepsilon_0\varepsilon_f E_f .
\]

In the layer \(D=\varepsilon_0\varepsilon_dE_d\), and the voltages add:

\[
V=d_fE_f+dE_d=d_fE_f+\frac{d\,D}{\varepsilon_0\varepsilon_d}.
\]

Setting \(V=0\) and dividing by \(d_f\) gives

\[
E_f=-\frac{r\,D_r}{\varepsilon_0\varepsilon_d}.
\]

The field opposes the polarization. Inserting it into the linear law,

\[
D_r=P_0-\frac{r\varepsilon_f}{\varepsilon_d}D_r
\quad\Longrightarrow\quad
D_r=\frac{P_0}{1+r\varepsilon_f/\varepsilon_d}.
\]

**Limits.** For \(r\to0\), or for \(\varepsilon_d\to\infty\), the layer carries no voltage at short circuit and \(D_r\to P_0\). The loss is governed by \(r\varepsilon_f/\varepsilon_d\), not by the volume fraction \(x=r/(1+r)\) of passive material alone.

**Where this case ends.** Suppose the slab has an ideal square loop that switches at \(E_f=-E_s\), with \(P_0>\varepsilon_0\varepsilon_fE_s\). Just before switching, \(D=P_0-\varepsilon_0\varepsilon_fE_s\). The depolarizing field reaches \(E_s\) at the thickness ratio

\[
r_c=\frac{\varepsilon_0\varepsilon_dE_s}{P_0-\varepsilon_0\varepsilon_fE_s}.
\]

For \(r>r_c\) the short-circuit condition meets the vertical side of the loop. There \(E_f=-E_s\), so \(D_r=\varepsilon_0\varepsilon_dE_s/r\). The remanence is now set by the coercive field and the layer, and the slab is partly switched back. A real branch joins these two regimes smoothly, so a general \(F\) is needed.

## 2. General branch: the shear map

Let \(F\) be the descending saturated branch, continuous and strictly rising with field, and positive at zero field. The ascending branch is \(-F(-E_f)\), so the intrinsic loop is symmetric. The measurement is quasi-static, without leakage, and the drive saturates the ferroelectric.

The voltage sum of section 1 did not use the linear law. Dividing it by \(L\), with \(d_f/L=1-x\), gives

\[
E_a=(1-x)E_f+\frac{xD}{\varepsilon_0\varepsilon_d}.
\]

Each intrinsic point \((E_f,D)\) keeps its \(D\) and moves along the field axis. We assume that \(F\) does not depend on \(d_f\). Removing ferroelectric thickness then leaves \(D\) at a given \(E_f\) unchanged, because \(D\) is charge per area. In real thin films the coercive field often rises as the film gets thinner; such a change in \(F\) lies outside this model. On a saturated loop it would raise both the remanence and the coercive voltage, and so work against the losses caused by the layer.

If the passive material is split into several sheets of the same permittivity, each carries the same \(D\), and their voltages add to \(dD/(\varepsilon_0\varepsilon_d)\). Their positions do not matter. A finite-volume solution of Poisson's equation, with passive sheets at both electrodes, confirms this.

With domains present, \(D\) and the fields are averages over the electrode area, edge effects being neglected. The sum of average voltages still holds. The added assumption is that the relation between average \(D\) and average \(E_f\) is the same with and without the layer. Stray fields that change the domain pattern could violate it.

**Limit.** At \(x=0\) the map gives \(E_a=E_f\), the intrinsic loop.

## 3. A concrete loop

Model the ferroelectric as many bistable units that share the field \(E_f\). A unit with internal bias \(w\) switches up at \(w+E_c\) and down at \(w-E_c\). The biases follow a logistic distribution of width \(\delta\), so the fraction with bias below \(w\) is

\[
\Lambda(w)=\frac{1}{1+e^{-w/\delta}} .
\]

Starting from saturation upward and lowering the field to \(E\), the units still up are those with \(w<E+E_c\). The switchable polarization is therefore

\[
P=P_s\,[2\Lambda(E+E_c)-1]=P_s\tanh\frac{E+E_c}{2\delta}.
\]

Adding a linear background of relative permittivity \(\varepsilon_b\),

\[
F(E)=\varepsilon_0\varepsilon_bE+P_s\tanh\frac{E+E_c}{2\delta}.
\]

The round parameters are \(L=200\) nm, \(\varepsilon_d=50\), \(\varepsilon_b=80\), \(P_s=10\) μC/cm², \(E_c=100\) kV/cm and \(\delta=20\) kV/cm. They give \(P_r=9.87\) μC/cm². The field \(E_0\), defined by \(F(-E_0)=0\), is 97.24 kV/cm.

For an independent comparison, 4000 units are switched one at a time under applied voltage. Their field follows from inserting \(D=P+\varepsilon_0\varepsilon_bE_f\) into the voltage sum:

\[
V=\left(d_f+\frac{\varepsilon_b d}{\varepsilon_d}\right)E_f+\frac{dP}{\varepsilon_0\varepsilon_d}
\quad\Longrightarrow\quad
E_f=\frac{V-dP/(\varepsilon_0\varepsilon_d)}{d_f+\varepsilon_bd/\varepsilon_d}.
\]

The numerical output lists the results for layers of 0, 5, 10 and 20 nm.

## 4. Tilt and coercive voltage

Define the intrinsic and apparent differential permittivities

\[
\kappa=\frac{1}{\varepsilon_0}\frac{dD}{dE_f},\qquad
\kappa_a=\frac{1}{\varepsilon_0}\frac{dD}{dE_a}.
\]

Differentiating the shear map with respect to \(D\) and multiplying by \(\varepsilon_0\) gives

\[
\frac1{\kappa_a}=\frac{1-x}{\kappa}+\frac{x}{\varepsilon_d}.
\]

Subtracting \(1/\kappa\) from both sides,

\[
\frac1{\kappa_a}-\frac1\kappa=x\left(\frac1{\varepsilon_d}-\frac1\kappa\right).
\]

At fixed \(L\), the slope at a given intrinsic point falls exactly when \(\kappa>\varepsilon_d\). In the example \(\kappa\ge\varepsilon_b=80>50\), so every point of the branch tilts. If the saturated flanks had \(\kappa<\varepsilon_d\), replacing ferroelectric by the layer would make those flanks steeper, even while the switching region tilted.

**Limit of a vertical intrinsic side.** For \(\kappa\to\infty\), \(\kappa_a\to\varepsilon_d/x\). The layer alone then sets the slope. For finite positive \(\kappa\), \(\kappa_a\) is below this value.

For the 10 nm layer, \(x=0.05\), and the intrinsic permittivity at \(D=0\) is 2890. Hence

\[
\kappa_a=\left(\frac{0.95}{2890}+\frac{0.05}{50}\right)^{-1}\approx753 .
\]

The switching ensemble gives 751, from a short chord through \(D=0\). The vertical-side limit would be \(50/0.05=1000\).

At \(D=0\) the layer carries no field. The descending branch crosses zero charge at \(V=-E_0d_f\), and the ascending branch at \(+E_0d_f\). Thus

\[
V_c=E_0d_f .
\]

The 10 nm layer leaves 190 nm of ferroelectric, and \(V_c\) falls from 1.945 V to 1.848 V. The critical field \(E_0\) is unchanged; less ferroelectric thickness has to be driven. If the layer were added with \(d_f\) held fixed, \(V_c\) would not change. These statements hold only while the layer insulates: charge that crosses it during the cycle leaves an interface charge at \(D=0\), so the layer then carries a field there and the crossings move.

The crossings remain symmetric, so this layer causes no imprint shift. A fixed interface charge would. For free charge density \(\sigma\) at an interface on the grounded side of the ferroelectric, \(\varepsilon_0\varepsilon_dE_d=D+\sigma\), and

\[
V=d_fE_f+\frac{dD}{\varepsilon_0\varepsilon_d}+\frac{d\sigma}{\varepsilon_0\varepsilon_d}.
\]

The last term shifts the entire loop along the voltage axis.

## 5. Remanence for a general branch

At \(V=0\) the voltage sum gives the load line \(E_f=-rD/(\varepsilon_0\varepsilon_d)\). To show that it meets the branch once, define

\[
G(D)=D-F\!\left(-\frac{rD}{\varepsilon_0\varepsilon_d}\right).
\]

Because \(F\) rises, \(G\) rises with \(D\). For \(r>0\), \(G(0)=-P_r<0\). Also \(G(P_r)>0\), because \(F\) at a negative field is below \(P_r\). There is one root, and \(0<D_r<P_r\). The ascending branch gives \(-D_r\), so half the loop opening at zero voltage equals \(D_r\).

For the rate of loss, let \(F\) be differentiable and write \(E_r=-rD_r/(\varepsilon_0\varepsilon_d)\). Differentiating \(D_r=F(E_r)\), with \(F'(E_r)=\varepsilon_0\kappa\),

\[
\frac{dD_r}{dr}
=\varepsilon_0\kappa\frac{dE_r}{dr}
=-\frac{\kappa}{\varepsilon_d}\left(D_r+r\frac{dD_r}{dr}\right).
\]

Collecting the derivative on the left,

\[
\frac{dD_r}{dr}
=-\frac{(\kappa/\varepsilon_d)D_r}{1+r\kappa/\varepsilon_d}<0
\qquad(\kappa>0).
\]

At fixed \(L\), \(r=d/(L-d)\) and \(dr/dd=L/(L-d)^2>0\). The measured remanence therefore falls as the layer grows. Unlike the tilt, this needs no condition \(\kappa>\varepsilon_d\).

**Thin-layer limit.** Expand the branch about zero field, with \(\kappa_0=\kappa(0)\):

\[
D_r\approx P_r+\varepsilon_0\kappa_0E_r
=P_r-\frac{r\kappa_0}{\varepsilon_d}D_r
\quad\Longrightarrow\quad
D_r\approx\frac{P_r}{1+r\kappa_0/\varepsilon_d}.
\]

This is the result of section 1, with \(\varepsilon_f\) identified as \(\kappa_0\). Where \(F\) is concave, it lies below its tangent and the estimate is too high. The tanh branch is concave for \(E>-E_c\). Since \(F(-E_c)<0\), while \(F(E_r)=D_r>0\), the remanent state lies in that range.

**Thick-layer limit.** A positive \(D_r\) requires \(E_r>-E_0\), so

\[
D_r<\frac{\varepsilon_0\varepsilon_dE_0}{r}.
\]

For \(r\to\infty\) this bound forces \(D_r\to0\). Continuity and strict monotonicity of \(F\) then force \(E_r\to-E_0\), so \(D_r\) approaches the bound in ratio. This is the smooth counterpart of the square-loop result beyond \(r_c\).

**Numbers.** For 5 nm, \(r=5/195=0.0256\) and \(\kappa_0=155.1\). The thin-layer estimate is

\[
\frac{9.87}{1+0.0256\times155.1/50}\approx9.14\ \mu\mathrm{C/cm^2},
\]

whereas the load line gives 8.28 μC/cm². The estimate already misses much of the loss, because \(\kappa\) rises as the internal field moves towards \(-E_c\).

For 10 nm, \(D_r=5.88\) μC/cm², a loss of 40% relative to \(P_r\), although the passive material occupies only 5% of the thickness. The layer field is 1327 kV/cm. With \(r=10/190\),

\[
E_f=-\frac{10}{190}\times1327\approx-70\ \text{kV/cm}.
\]

At this field the switchable polarization is 6.37 μC/cm². The background contributes \(5.88-6.37=-0.49\) μC/cm². Thus, of the total drop of 3.99 μC/cm², 3.50 comes from units that have switched back and 0.49 from linear dielectric response.

Because \(P=P_s(1-2f)\), where \(f\) is the fraction of units pointing down,

\[
f=\frac12\left(1-\frac{6.37}{10}\right)\approx0.18 .
\]

At zero internal field \(f\) is about 0.007. These units are not damaged: they obey the same switching thresholds in a different field.

For 20 nm the remanence is 3.33 μC/cm², below the bound of 3.87 μC/cm². The internal field is \(-83.5\) kV/cm, closer to \(-E_0\), as the thick-layer limit requires.

## 6. Recovering the intrinsic loop

Solving the voltage sum for the internal field gives

\[
E_f=\frac{1}{d_f}\left(V-\frac{dD}{\varepsilon_0\varepsilon_d}\right).
\]

If \(d_f\) and \(d/\varepsilon_d\) are known, this correction turns a measured saturated loop back into the intrinsic one. For the 10 nm layer, the largest difference in \(D\) from the layer-free descending branch is 5.75 μC/cm² at equal apparent field. After correction it is 0.016 μC/cm², small enough to be attributed to the finite number of units and the sampling.

Intrinsic remanence can also be read without reconstructing the loop. On the descending branch, \(E_f=0\) and \(D=P_r\) occur together at

\[
V^*=\frac{dP_r}{\varepsilon_0\varepsilon_d}.
\]

Since \(P_r\) is not known beforehand, the point is found where the measured descending branch meets the line \(D=\varepsilon_0\varepsilon_dV/d\), on which \(E_f=0\). This again requires \(d/\varepsilon_d\) to be known.

For 10 nm, \(V^*=2.23\) V, and the ensemble there has \(D=9.87\) μC/cm², its layer-free remanence. For 20 nm the voltage doubles to 4.46 V and the charge density is again 9.87 μC/cm². In the limit \(d\to0\), \(V^*\to0\), and the usual zero-voltage reading is intrinsic.

A lower zero-voltage remanence is therefore not, by itself, evidence of a smaller \(P_r\). Nor does it prove that a layer exists. If loops corrected with independently known layer parameters fail to coincide, the ferroelectric has changed or an assumption has failed.

## 7. When the drive no longer saturates

The map between \(V\), \(E_f\) and \(D\) still holds for a weak drive, but the ferroelectric no longer follows \(F\). At the positive tip of a loop with voltage amplitude \(V_m\),

\[
E_m=\frac{1}{d_f}\left(V_m-\frac{dD_m}{\varepsilon_0\varepsilon_d}\right).
\]

Let all units point down before the weak drive is first applied, as in the simulation. Then only units with \(w<E_m-E_c\) are up at the tip. During the descent to field \(E\), the units still up satisfy both \(w<E_m-E_c\) and \(w<E+E_c\). Their number cannot exceed that on the saturated branch, so the load line meets the minor loop at no higher \(D\).

Without a layer, a 3 V amplitude gives \(E_m=150\) kV/cm. No unit that was up at the tip switches back before zero field, since that would require \(w>100\) kV/cm, while \(w<50\) kV/cm. The remanence is thus

\[
10\tanh\frac{50}{40}\approx8.48\ \mu\mathrm{C/cm^2},
\]

against 8.49 μC/cm² from the finite ensemble. With 5, 10 and 20 nm layers it becomes 4.63, 2.79 and 1.39 μC/cm². For 10 nm this is less than half the saturated value of 5.88 μC/cm². The further loss comes from incomplete switching, and a larger voltage removes it.

A final condition concerns the layer's insulation. At \(V=0\) the 10 nm layer must sustain 1327 kV/cm without conducting. During the drive it must sustain more: about 2230 kV/cm at \(V^*\), and about 3250 kV/cm at the 15 V used to saturate the simulated loop. Many real dielectrics of this permittivity would leak or break down at such fields, so the example illustrates the electrostatics and is not a device design. If charge collects at the interface until \(\sigma=-D\), then \(E_d=0\), and the short-circuit condition gives \(E_f=0\). The depolarizing field has then disappeared, but the units that had switched back stay down. In the 10 nm example \(D\) rises only from 5.88 to 6.37 μC/cm², not to \(P_r\). The remanence formula applies to measurements short enough that this compensation is negligible.

## Computed results

```
total thickness = 200 nm
passive relative permittivity = 50
ferroelectric background permittivity = 80
saturation polarization P_s = 10.00 uC/cm^2
unit coercive field E_c = 100.0 kV/cm
logistic bias width = 20.0 kV/cm
number of bistable units = 4000
saturating, weak drive = 15, 3 V
intrinsic remanence P_r = 9.866 uC/cm^2
intrinsic zero-charge field E_0 = 97.24 kV/cm
intrinsic permittivity at E_f=0 = 155.1
intrinsic permittivity at D=0 = 2890
0 nm: remanence simulated, load line = 9.87, 9.87 uC/cm^2
0 nm: coercive voltage simulated, formula = 1.945, 1.945 V
0 nm: permittivity at D=0 simulated, formula = 2879, 2890
0 nm: remanence at weak drive = 8.49 uC/cm^2
5 nm: remanence simulated, load line = 8.28, 8.28 uC/cm^2
5 nm: coercive voltage simulated, formula = 1.896, 1.896 V
5 nm: permittivity at D=0 simulated, formula = 1192, 1194
5 nm: remanence at weak drive = 4.63 uC/cm^2
5 nm: remanence lost = 16.1 %
5 nm: E_f at V=0 = -48.0 kV/cm
5 nm: layer field at V=0 = 1870 kV/cm
5 nm: switchable P at V=0 = 8.62 uC/cm^2
5 nm: thin-layer estimate, ceiling = 9.14, 16.79 uC/cm^2
5 nm: V* = 1.114 V, D there = 9.87 uC/cm^2
5 nm: loop mismatch raw, recovered = 3.93, 0.010 uC/cm^2
10 nm: remanence simulated, load line = 5.88, 5.88 uC/cm^2
10 nm: coercive voltage simulated, formula = 1.847, 1.848 V
10 nm: permittivity at D=0 simulated, formula = 751, 753
10 nm: remanence at weak drive = 2.79 uC/cm^2
10 nm: remanence lost = 40.4 %
10 nm: E_f at V=0 = -69.9 kV/cm
10 nm: layer field at V=0 = 1327 kV/cm
10 nm: switchable P at V=0 = 6.37 uC/cm^2
10 nm: thin-layer estimate, ceiling = 8.48, 8.18 uC/cm^2
10 nm: V* = 2.229 V, D there = 9.87 uC/cm^2
10 nm: loop mismatch raw, recovered = 5.75, 0.016 uC/cm^2
20 nm: remanence simulated, load line = 3.32, 3.33 uC/cm^2
20 nm: coercive voltage simulated, formula = 1.749, 1.750 V
20 nm: permittivity at D=0 simulated, formula = 433, 433
20 nm: remanence at weak drive = 1.39 uC/cm^2
20 nm: remanence lost = 66.3 %
20 nm: E_f at V=0 = -83.5 kV/cm
20 nm: layer field at V=0 = 751 kV/cm
20 nm: switchable P at V=0 = 3.92 uC/cm^2
20 nm: thin-layer estimate, ceiling = 7.34, 3.87 uC/cm^2
20 nm: V* = 4.457 V, D there = 9.87 uC/cm^2
20 nm: loop mismatch raw, recovered = 7.47, 0.029 uC/cm^2
```
